Trapping height for dislocations on inclined planes in a narrow trench

**1. The situation**

Germanium grown on silicon has a larger natural lattice spacing than its substrate. Dislocations relieve part of the mismatch, and some of them thread upward through the germanium, where they can spoil a device. If the germanium grows in a narrow trench with oxide walls, an inclined dislocation may run into a wall before it reaches the top. The question is how deep the trench must be for this to happen to every such dislocation.

Let the trench have a flat floor at z = 0 and vertical walls at x = 0 and x = w. The y axis runs along the trench, which for the moment is treated as unlimited in length. A dislocation lies in a crystal plane inclined by an angle a to the floor, with 0 < a < 90°. The horizontal direction contained in that plane is called its strike.

The result is

H = w tan a. (1)

No part of a dislocation that starts on the floor lies above H, provided that it stays in its plane and that the strike of this plane is parallel to the trench. The plane itself must therefore rise straight across the trench. A dislocation line that merely has some component across the trench need not obey the bound, as section 4 shows.

**2. Why the height is bounded**

A dislocation cannot end inside an otherwise perfect crystal. It can end on the upper surface or on a wall, or it can meet another dislocation. At the floor it continues along the interface or into the silicon. A wall is assumed to end the dislocations that reach it and to emit no new ones.

Take a plane that rises towards positive x and meets the floor at x = x₀. Because its strike is along y, its height does not depend on y:

z = (x − x₀) tan a. (2)

Inside the crystal x ≤ w, and the starting point has x₀ ≥ 0. Hence x − x₀ ≤ w. Since tan a is positive, multiplying by it keeps the direction of the inequality:

z ≤ w tan a = H. (3)

A plane rising towards negative x gives the same result with the walls exchanged. The bound is attained by a dislocation that starts at the foot of one wall and leaves through the other.

The shape of the line has not been used. The line may curve, or glide within its plane, because equation (2) holds at each of its points. Motion along y costs no height and gains none. A line exactly parallel to y stays at constant height and does not thread upward.

Once the crystal is thicker than H, in a trench at least H deep, a dislocation from the floor can no longer reach the upper surface within its original plane. It has ended on a wall, returned to the floor or reacted with another dislocation, or it runs on along the trench below H. A reaction product may lie in a different plane and must be treated as a new line starting at the height of the reaction. More generally, a source at height z₀ in a plane of the same kind gives z − z₀ ≤ w tan a, so the bound becomes z₀ + H.

**3. How many dislocations remain below H**

Let d be the horizontal distance from the starting point to the wall ahead. Setting x − x₀ = d in equation (2) gives the exit height

h_exit = d tan a. (4)

Suppose that the starting points are spread evenly over the floor and that each line rises steadily, without turning back down. A line is still in the crystal at height h if h_exit > h, which means d > h/tan a. Since d is spread evenly between 0 and w, the surviving fraction is

f(h) = (w − h/tan a)/w = 1 − h/H, for 0 ≤ h < H, (5)

and f = 0 above H. The mean of d is w/2, so the mean exit height is H/2. With vertical walls the horizontal area of the crystal is the same at all heights, and an initial density n₀ therefore falls to n₀f(h).

The fall is linear in height. A trench of depth H/2 still passes half of these dislocations, so the mean exit height is not a safe design depth.

**4. Planes that do not rise straight across**

Let the uphill horizontal direction of a plane make an angle φ with the x axis. Measured from the starting point (x₀, y₀), the height of the plane is

z = tan a [(x − x₀) cos φ + (y − y₀) sin φ]. (6)

Consider a straight dislocation in this plane whose horizontal direction makes an angle ψ with the x axis. After a horizontal distance ℓ,

x − x₀ = ℓ cos ψ,  y − y₀ = ℓ sin ψ.

Inserting these into equation (6) gives

z = ℓ tan a (cos ψ cos φ + sin ψ sin φ)
  = ℓ tan a cos(ψ − φ). (7)

The line rises if cos(ψ − φ) > 0. It reaches the wall ahead when its advance across the trench equals d, so ℓ|cos ψ| = d. Eliminating ℓ gives

h_exit = d tan a cos(ψ − φ)/|cos ψ|. (8)

For φ = 0 a rising line has cos ψ > 0. The two cosines cancel and equation (4) returns. For φ = 180°, cos(ψ − φ) = −cos ψ, which is positive for a rising line and equals |cos ψ|, so they cancel again. These are the two cases in which the plane rises straight across.

For φ = 90° the plane rises along the trench. Then cos(ψ − φ) = sin ψ, and

h_exit = d tan a |tan ψ|. (9)

This has no upper limit as the line turns towards the trench axis. A line with ψ = 90° never meets a sidewall. The height w tan a still suffices for straight lines with |tan ψ| ≤ 1, but it does not suffice for all lines in the plane.

A finite trench of length L also has end walls. For a plane rising along y, the argument of section 2 applies with x and y exchanged, and gives the bound L tan a. A square opening of side w, with its edges parallel to the strikes, therefore traps both kinds of plane within w tan a. A long trench does so for one kind only.

**5. Germanium in an oxide trench**

The example has w = 200 nm, a depth of 500 nm and L = 10 µm. The silicon surface is (001) and the trench runs along [110]. The dislocations are taken to lie in {111} planes.

The angle between two planes equals the angle between their normals. For (111) and (001),

cos a = (1·0 + 1·0 + 1·1)/√3 = 1/√3,
sin a = √(1 − 1/3) = √(2/3),
tan a = √2 = 1.4142.

Thus a = 54.74°, and

H = 200 nm × 1.4142 = 282.8 nm = 0.2828 µm.

The trench has 500 − 282.8 = 217.2 nm of depth above this height. Read the other way, a depth of 500 nm is enough for a width up to 500/1.4142 = 353.6 nm, under the conditions of section 1.

Of the four {111} planes, (−111) and (1−11) contain the trench direction [110], since its scalar product with either normal is zero. These planes rise across the trench and obey the bound. The planes (111) and (11−1) contain [1−10] instead, so they rise along the trench.

Let the crossing planes carry an initial density of 1.0 × 10⁹ cm⁻². On a floor 200 nm wide this is 2.00 dislocations per micrometre of trench. At a height of 150 nm equation (5) gives

f = 1 − 150/282.8 = 0.470,
n = 0.470 × 1.0 × 10⁹ cm⁻² = 4.7 × 10⁸ cm⁻².

Randomly curved, steadily rising lines were also followed numerically in the two crossing planes. Their surviving fraction at 150 nm was 0.4698, their mean exit height was 141.4 nm, and none passed H. This agrees with the argument that curvature within the plane does not matter.

The other two planes behave differently. A direction [pqr] lies in (11−1) if p + q = r. Its component across the trench is |p − q|/√2 and its component along the trench is (p + q)/√2, so |tan ψ| = (p + q)/|p − q| for a rising line. With d = w, equation (9) gives:

- [011]: |tan ψ| = 1, exit at 282.8 nm.
- [123]: |tan ψ| = 3, exit at 848.5 nm.
- [112]: no component across, so no exit through a sidewall.

The [123] line does run partly across the trench, yet from the far wall it needs more than the available depth. The end walls bound the height in this plane by 10 µm × 1.4142 = 14.14 µm, which is of no help in a trench 0.5 µm deep.

**6. Imperfect geometry**

*Tapered walls.* Let both walls lean outward by an angle t from the vertical. The wall ahead is then at x = w + z tan t. The worst plane starts at the foot of the opposite wall, where x₀ = 0, and has x = z/tan a. At the meeting point

z/tan a = w + z tan t.

Multiplying by tan a and collecting the terms in z gives

z (1 − tan a tan t) = w tan a,

H_t = w tan a/(1 − tan a tan t). (10)

This requires tan a tan t < 1. Otherwise the wall leans at least as far as the plane, and the two do not meet. For t = 2.0° the height is 297.5 nm, which is 5.2% above the vertical-wall value. A line now survives at height h if d > h/tan a − h tan t = wh/H_t, so the fraction in equation (5) becomes 1 − h/H_t. Because the trench widens with height, the density is n₀f multiplied by w/(w + 2h tan t).

*Offcut.* Let the wafer surface be tilted from (001) by an angle m about the trench axis, with the walls still perpendicular to the floor. One crossing family then has inclination a + m and the other a − m. The steeper one sets the requirement. For m = 0.5° and vertical walls it is 288.1 nm. With the 2.0° taper as well, replacing a by a + m in equation (10) gives 303.4 nm, or 7.3% above the ideal value.

*Azimuth error.* If the trench is turned by δ from the strike, then φ = δ. Let β be the horizontal angle of a line from the uphill direction, so that ψ = β + δ. For d = w equation (8) becomes

h_exit = w tan a cos β/|cos(β + δ)|. (11)

For δ = 1.0° a [101] line, with β = 45°, leaves at 287.9 nm. A line with β = 88.5° leaves at 848.4 nm, although it would leave at 282.8 nm in an aligned trench. A small azimuth error therefore matters little for some lines, but it can be serious for lines close to the strike with positive β. Those within δ of the strike now run to the opposite wall. Of these, the lines within δ/2 of the strike leave below H, while those between δ/2 and δ can leave above it. Equation (11) has no upper limit as β approaches 90° − δ from either side. For lines close to the strike with negative β, the exit height is lowered instead.

The second line needs a long trench. It travels w tan 89.5°, about 23 µm, along y before it reaches the sidewall, so in the 10 µm trench it would meet an end wall first. Equation (6) gives a bound for all lines in the misaligned plane, because the advances across and along the trench cannot exceed w and L:

z ≤ tan a (w cos δ + L sin δ). (12)

Here this is 1.4142 × (200.0 + 174.5) nm, or about 530 nm. It exceeds the depth of 500 nm. Complete trapping in the crossing planes is thus no longer guaranteed at δ = 1.0°, even with vertical walls and no offcut.

**7. Leaving the plane by climb**

A dislocation can also leave its plane by climb, in which atoms or vacancies are added at its core. If the plane moves by c along its upward normal, its equation becomes

−x sin a + z cos a = c,
z = x tan a + c/cos a. (13)

At x = w the exit height has risen by c/cos a.

To estimate c, let vacancies diffuse steadily between the line, at radius b, and an outer radius R. Here b is the length of the Burgers vector, taken as fully effective for climb. Let C₀ be the equilibrium number of vacancies per volume, D_v their diffusion coefficient, V the volume per atom and σ the climb stress. The work σV raises the concentration at the line to C₀ exp(σV/kT), while the concentration at R stays at C₀. In steady state the outward current J per unit length of line is the same at each radius:

J = −2πr D_v dC/dr.

Dividing by r and integrating from b to R gives

J ln(R/b) = 2πD_v C₀ [exp(σV/kT) − 1].

Each emitted vacancy supplies one atomic volume to the climbing line. Climb at speed v sweeps a volume bv per unit length and time, so bv = JV. With the self-diffusion coefficient D = D_v C₀V, where correlations between successive jumps are neglected,

v = 2πD [exp(σV/kT) − 1]/[b ln(R/b)]. (14)

The example uses rough germanium values: b = 0.40 nm, V = 0.023 nm³ and D = (25 cm²/s) exp(−3.1 eV/kT). The stress is chosen as 0.1 GPa and R as 100 nm. Growth to 500 nm at 50 nm/min takes 600 s.

At 873 K, D = 3.2 × 10⁻¹⁷ cm²/s = 3.2 × 10⁻³ nm²/s. The bracket in the numerator is about 0.21 and ln(R/b) is about 5.5. Equation (14) then gives about 0.0019 nm/s, or c ≈ 1.1 nm in 600 s. The exit height rises by about 1.9 nm, less than 1% of H. In a diamond lattice, correlated jumps make a measured tracer D about half of D_vC₀V. Allowing for this doubles the rise to about 3.9 nm, still below 2% of H.

At 1073 K, with the same time and stress, the formula gives c ≈ 1.9 µm. This is larger than R and larger than the trench width, so it cannot be read as a real path. It shows that, at the assumed stress, the fixed-plane assumption has no support during such an anneal. It does not show whether the anneal removes dislocations or releases them.

Equation (14) assumes that vacancies are exchanged easily at the line. Slower exchange would reduce the climb, while the neglected jump correlations act the other way. The stress and diffusion data are also rough, and an excess of vacancies created by growth is left out. Faster diffusion along the dislocation core is left out as well. The result is sensitive to the inputs. At 873 K a stress of 1 GPa, still below the misfit stress of unrelaxed germanium on silicon, gives c ≈ 30 nm and a rise of nearly a fifth of H. At 923 K and 0.1 GPa the rise is about 6% of H. The climb distances are estimates, not bounds.

**8. Using the result for a real trench**

For an aligned trench and crossing planes, let z₀ be the highest level at which dislocations start. With outward taper, the width there is w + 2z₀ tan t. Applying equation (10) from that level gives the required depth

h_req = z₀ + (w + 2z₀ tan t) tan(a + m)/[1 − tan(a + m) tan t]. (15)

With z₀ = 50 nm, t = 2.0° and m = 0.5°, the local width is 203.5 nm. The last factor is 303.4/200 = 1.517, so h_req = 50 + 203.5 × 1.517 ≈ 359 nm. The 500 nm trench satisfies this condition. An allowance for climb must be added, and an azimuth error needs its own bound. Equation (12) gives that bound only for vertical walls, no offcut and starting points on the floor.

Equation (15) also assumes that there is no cross-slip. A screw segment can glide on either {111} plane that contains its Burgers vector. For a Burgers vector along [101] these planes are (−111) and (11−1), so the segment can pass from a crossing plane to one that rises along the trench.

Widths of some hundreds of nanometres and a starting density near 10⁹ cm⁻² are reasonable rough values for germanium grown in oxide trenches on silicon. The assumption that all dislocations lie in crossing planes need not hold in such a crystal. A mismatch stress that is equal in both horizontal directions loads all four {111} planes alike, by symmetry. In a narrow trench whose walls hold the crystal only weakly, this state is approached only near the floor. Higher up, the stress across the trench relaxes and the stress along [110] remains. That stress exerts no shear on the crossing planes, which contain [110], and it loads only the planes rising along the trench. If the planes rising along the trench also carried 1.0 × 10⁹ cm⁻², all in lines along [112] in (11−1) or [−1−12] in (111) and away from the end walls, all of these lines would remain at the top unless they glide sideways to a wall. The predicted residue would change from zero to 1.0 × 10⁹ cm⁻² for vertical walls and no offcut, or to about 0.85 × 10⁹ cm⁻² with the 2.0° taper, although the 500 nm trench satisfies equation (15). This is a chosen worst case. Straight lines from the floor along any of the four rising ⟨110⟩ directions advance 1/√2 across for each unit of rise, so in the ideal trench they leave within H in either kind of plane. Growth facets may also turn dislocations out of their original planes, an effect not estimated here. The trapping height is therefore a depth requirement for one class of dislocations, not a prediction of a defect-free crystal. The computed values are collected in the numerical output below.

Numbers as computed

```
Trench width: 200 nm; depth: 500 nm
Trench length: 10 um
Angle of {111} to floor: 54.74 deg
tan(a), required height/width: 1.4142
Trapping height H: 282.8 nm = 0.2828 um
Depth left above H: 217.2 nm
Widest trench trapped by this depth: 353.6 nm
Mean exit height, curved lines: 141.4 nm
Highest exit, curved lines: 282.8 nm
Initial density, crossing planes: 1.0e+09 cm^-2
Initial number per um of trench: 2.00
Sample height: 150 nm
Surviving fraction there, formula: 0.4697
Same, curved lines: 0.4698
Surviving density there: 4.70e+08 cm^-2
Crossing-plane lines above H: 0
Highest sidewall exit in plane along trench (inf = never):
  line [011]: 282.8 nm
  line [123]: 848.5 nm
  line [112]: inf nm
End-wall bound for that plane: 14.14 um
Wall taper: 2.0 deg; H: 297.5 nm
Offcut: 0.5 deg; H: 288.1 nm
Taper and offcut together, H: 303.4 nm
Azimuth error: 1.0 deg
  exit of [101] line: 287.9 nm
  near-strike line, azimuth from uphill: 88.5 deg
  exit of near-strike line: 848.4 nm
Rough Ge lattice constant: 0.566 nm
Burgers vector length: 0.400 nm
Atomic volume: 0.0227 nm^3
Rough diffusion prefactor: 25 cm^2/s
Rough diffusion barrier: 3.1 eV
Chosen climb stress: 0.1 GPa
Outer diffusion radius: 100 nm
Growth rate: 50 nm/min
Time for growth, also for anneal: 600 s
Growth temperature: 873 K
  self-diffusion coefficient: 3.18e-17 cm^2/s
  climb distance estimate: 1.12 nm
  rise of glide plane: 1.94 nm
Anneal temperature: 1073 K
  self-diffusion coefficient: 6.88e-14 cm^2/s
  climb distance estimate: 1940.34 nm
  rise of glide plane: 3360.77 nm
```
